# Gate-screened repulsion of two electrons at a silicon–oxide interface, part 2

Two electrons, each of charge $-e$, lie in silicon at depths $z_1$ and $z_2$, a lateral distance $r$ apart. We want their repulsion energy at large $r$. Silicon (relative permittivity $\varepsilon_s$) fills $z>0$, oxide ($\varepsilon_{ox}$) fills $-d<z<0$, and an unbroken, perfectly conducting gate at $z=-d$ is held at fixed potential. Write $\kappa=\varepsilon_s/\varepsilon_{ox}$. The interaction is $U=e^2G$, where $G$ is the potential at one electron's place due to a unit charge at the other's.

The first half used image charges for point electrons on the interface. With $b=(\kappa-1)/(\kappa+1)$, its full series is

$$
U(r)=\frac{e^2}{2\pi\varepsilon_0(\varepsilon_s+\varepsilon_{ox})}
\left[\frac1r-\sum_{n=1}^{\infty}\frac{p_n}{\sqrt{r^2+4n^2d^2}}\right],
\qquad p_n=(1-b)b^{n-1}.
$$

At large $r$ this gives the far law

$$
U_{far}(r)=\frac{e^2\kappa d^2}{2\pi\varepsilon_0\varepsilon_{ox}r^3}
=\frac{e^2\varepsilon_s d^2}{2\pi\varepsilon_0\varepsilon_{ox}^2r^3}
$$

and, for $\kappa\ge1$, the bounds

$$
U_{far}\left[1-(9\kappa^2-6)\frac{d^2}{r^2}\right]\le U\le U_{far}.
$$

The second derivation resolves the potential into waves of wave number $q$ along the interface:

$$
G(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,G_q(z).
$$

For a unit charge at depth $z_1$, the potential in silicon is

$$
G_q(z)=\frac{1}{2\varepsilon_0\varepsilon_sq}\left[e^{-q|z-z_1|}+R\,e^{-q(z+z_1)}\right],
$$

taken at $z=z_2$ for the interaction. With $T=\kappa\tanh qd$, the reflection factor is

$$
R=\frac{\varepsilon_s-\varepsilon_{ox}\coth qd}{\varepsilon_s+\varepsilon_{ox}\coth qd}=-\frac{1-T}{1+T}.
$$

The example has $d=5.0$ nm, $\varepsilon_s=11.7$ and $\varepsilon_{ox}=3.9$, so $\kappa=3$ and $b=1/2$. Energies use $e^2/4\pi\varepsilon_0=1.43996$ eV nm. For point electrons on the interface 100 nm apart, the energy is 48.0 µeV with the gate and 1846 µeV without it.

**The long-wave limit.** Large separations are governed by small $q$. From $\ln(1-T)-\ln(1+T)=-2T-\tfrac23T^3-\dots$ and $T=\kappa(qd-q^3d^3/3+\dots)$,

$$
R=-e^{-2\kappa dq}\left[1-\tfrac23\kappa(\kappa^2-1)d^3q^3+O(q^5)\right].
$$

Up to second order in $q$, then, the reflection is $-e^{-2\ell q}$ with $\ell=\kappa d$. That is the reflection from a grounded plane at $z=-\ell$ with silicon filling all the space up to it. The reason can be read from the fields. A slowly varying field crosses the oxide almost straight. The potential at the interface is $d$ times the oxide slope, and the oxide slope is $\kappa$ times the silicon slope. Hence $G=\kappa d\,\partial_zG$ at $z=0$, and the silicon potential, continued as a straight line, reaches zero at $z=-\kappa d$. For long waves, 5 nm of oxide acts as 15 nm of silicon.

**Back to real space.** Write $G_q=G_q^{(0)}+g_q$, where $G_q^{(0)}$ has $R$ replaced by $-e^{-2\ell q}$. In a uniform medium a unit charge has the potential $1/(4\pi\varepsilon_0\varepsilon_sR')$ at distance $R'$, and its wave form is $e^{-qh}/(2\varepsilon_0\varepsilon_sq)$ at height difference $h$. Therefore

$$
\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\frac{e^{-hq}}{q}=\frac{1}{2\pi\sqrt{r^2+h^2}},
$$

and $G^{(0)}$ is the potential of a charge and one opposite image:

$$
G^{(0)}=\frac{1}{4\pi\varepsilon_0\varepsilon_s}\left[\frac{1}{\sqrt{r^2+(z_1-z_2)^2}}-\frac{1}{\sqrt{r^2+(z_1+z_2+2\ell)^2}}\right].
$$

At large $r$ the bracket tends to the difference of the squared heights divided by $2r^3$. With $\alpha=\ell+z_1$ and $\beta=\ell+z_2$, that difference is $(\alpha+\beta)^2-(\alpha-\beta)^2=4\alpha\beta$.

It remains to show that $g_q$ does not contribute at this order. At small $q$ it begins as $q^2$, followed by $q^3$. Multiplying a function of $\mathbf r$ by $r^4$ corresponds to applying the Laplacian in $\mathbf q$ twice. This turns $q^2$ into zero and $q^3$ into $9/q$, which is integrable in two dimensions. At large $q$, $g_q$ falls at least as $1/q$, and two Laplacians turn that into $q^{-5}$, also integrable. So $r^4g(r)$ is the transform of an integrable function and tends to zero at large $r$. The far law is

$$
\boxed{U\to\frac{e^2(\kappa d+z_1)(\kappa d+z_2)}{2\pi\varepsilon_0\varepsilon_sr^3}}
$$

For $z_1=z_2=0$ the factor $\kappa^2d^2/\varepsilon_s$ equals $\varepsilon_sd^2/\varepsilon_{ox}^2$, and the result of the first half returns.

**The next order agrees too.** On the interface, expanding the image pair in $G^{(0)}$ gives $2\ell^2/r^3-6\ell^4/r^5$ in the bracket, a relative correction of $-3\kappa^2d^2/r^2$. The remainder $g_q$ adds its $q^3$ term, whose coefficient is $-2\kappa^2(\kappa^2-1)d^4/(3\varepsilon_0\varepsilon_s)$. To transform $q^3$, differentiate the formula above four times with respect to $h$. Since $(r^2+h^2)^{-1/2}=r^{-1}-h^2/2r^3+3h^4/8r^5-\dots$, the result at small $h$ is $9/(2\pi r^5)$. The $q^2$ term needs three derivatives and gives zero at $h=0$, because the function is even in $h$. Relative to the far law, the $q^3$ term contributes $-6(\kappa^2-1)d^2/r^2$. The sum is

$$
-\left[3\kappa^2+6(\kappa^2-1)\right]\frac{d^2}{r^2}=-(9\kappa^2-6)\frac{d^2}{r^2},
$$

as before. The displaced plane alone would give 27 instead of 75 for $\kappa=3$, so it describes the leading term and not the approach to it.

The powers were also measured on the full image series at $r=1500$ nm and $d=5$ nm. The logarithmic slopes are $-2.9983$ in $r$ and $1.9983$ in $d$. The correction predicts a departure of $2(75)(5/1500)^2=0.0017$ from $-3$ and from $2$, which agrees.

**Depth and width of real electron states.** An electron in silicon is pressed against the oxide by a field and has a finite mean depth. The far law is linear in each depth, so for independent electrons the mean depth $\bar z$ is all that enters. Take a (001) silicon surface, a silicon field $F=0.20$ MV/cm and an impenetrable oxide. The lowest valleys at this surface have the longitudinal mass $0.916\,m_0$ in the vertical direction. The lowest level in the triangular well is then 59.7 meV. In a linear potential the mean kinetic energy is half the mean potential energy, so $eF\bar z$ is two thirds of the level. With $eF=20$ meV/nm,

$$
\bar z=\frac{2(59.7)}{3(20)}\ \text{nm}=1.99\ \text{nm},\qquad
\left(1+\frac{1.99}{15.0}\right)^2=1.28 .
$$

A depth of 2 nm raises the far interaction by 28 percent. Averaging the full series over the well states gives the same rise, to the nearest percent, at 100 and at 200 nm.

Lateral width also increases the energy. Let each electron have a circular Gaussian density with standard deviation $s$ along each axis. Their relative displacement then has variance $2s^2$ per axis, and averaging a smooth function adds $s^2\nabla^2$ of it. Since $\nabla^2r^{-3}=9r^{-5}$, the far law gains the factor $1+9s^2/r^2$ at leading order in $s/r$. A harmonic dot has $s^2=\hbar^2/(2m_tE)$, where $E$ is its level spacing and $m_t$ the transverse mass. For $E=2.0$ meV and $m_t=0.19\,m_0$, $s=10.0$ nm. The estimate at 200 nm is $9(10)^2/(200)^2=0.0225$, or about 2.3 percent, and the averaged full series gives 2.2 percent. At 100 nm the estimate is 9 percent and the full average 8.2 percent.

With depth and width together, the energy is 66.3 µeV at 100 nm and 8.7 µeV at 200 nm. The overlap of the two Gaussian orbitals, $e^{-r^2/8s^2}$, is $4\times10^{-6}$ at 100 nm, which supports treating the electrons as separate charge clouds in this model.

**A gate that is not perfect.** In a metal with screening length $\lambda$ and unit background permittivity, a long-wave potential decays as $e^{(z+d)/\lambda}$. The potential at the gate surface is then $\lambda$ times the metal slope, or $\varepsilon_{ox}\lambda$ times the oxide slope. It adds to the drop across the oxide, so $d$ is replaced by $d+\varepsilon_{ox}\lambda$. For $\lambda=0.05$ nm, a rough value at the electron density of a good metal, this model raises the far law by $(1+0.195/5)^2-1=8$ percent. The model lets the metal's electrons end sharply at the surface. In a real metal they spill outward, which shifts the effective gate plane towards the silicon and can cancel or reverse the rise. The 8 percent therefore shows how sensitive the energy is to the gate surface and does not predict the change for a particular metal.

**Beside a real device.** The parameters are rough typical values for silicon metal–oxide–semiconductor quantum dots at cryogenic temperature, with 100 and 200 nm standing for first and second neighbours in a row. The silicon permittivity is the exception, since 11.7 is a room-temperature value. A low-temperature value of about 11.45 would lower the point-electron energies at these distances by about 2 percent. An oxide of 5 nm is on the thin side. Doubling it doubles the guaranteed 10 percent distance to about 270 nm. Without charge at the interface, the oxide field is $\kappa F=0.60$ MV/cm, far below a rough breakdown field of 10 MV/cm. For a 3.1 eV barrier and an oxide mass of $0.4\,m_0$, the tunnelling exponent is 55 and the estimated lifetime against escape to the gate is $6\times10^{10}$ s. This estimate is very sensitive to the oxide mass: a change of $0.1\,m_0$ moves it by a factor of roughly a thousand. The energy of an electron in its own images is 2.9 meV at the mean depth, against 40 meV of field energy there. What moves the state is its slope, which is about 3.3 meV/nm and opposes the applied 20 meV/nm. Including it in the well raises the mean depth from 1.99 to about 2.14 nm and the rise of the far law from 28 to about 30 percent. The energies with depth and width go from 66.3 and 8.7 µeV to about 67.4 and 8.8 µeV. Letting the state leak into a 3.1 eV oxide barrier works the other way and by itself lowers the rise to about 27 percent. The values for extended states are therefore good to about 2 percent within this model. At 0.1 K the thermal energy is 8.6 µeV, so the second-neighbour repulsion is comparable with it.

One assumption that such a device can break seriously is the unbroken gate, since separate electrodes may leave gaps. Suppose that oxide fills the gaps and the space above them, and that all electrodes are held at fixed potentials. Removing part of a grounded plane lets the potential of a positive charge rise from zero there. The change has no source inside the silicon and oxide, so it cannot have a negative minimum there, and $G$ rises everywhere. The same argument applies to removing the rest. For point electrons on the interface 100 nm apart, the energy then lies between 48 µeV and 1846 µeV. The planar model gives the lower end, and the electrode layout decides where in this wide range a device falls.

**What each derivation assumes.** Both need linear dielectrics, flat uniform layers, a gate at fixed potential and silicon without mobile charge. Both also need silicon much thicker than $r$. To see why, put a second grounded plane at $z=H$. For charges on the interface the wave potential becomes

$$
G_q=\frac{1}{\varepsilon_0\,[\varepsilon_sq\coth qH+\varepsilon_{ox}q\coth qd]},
$$

because the silicon solution is now proportional to $\sinh q(H-z)$. This contains even powers of $q$ alone. Any number of Laplacians then leaves it regular at $q=0$, and the interaction falls faster than any power once $r$ exceeds $H$ by enough. The inverse cube thus depends on field lines that can spread far above the interface, and a grounded back plane stops them. If thin silicon is backed by a deep insulator instead, the cube returns at large enough $r$, but the insulator's permittivity replaces $\varepsilon_s$ in the numerator of $\varepsilon_sd^2/\varepsilon_{ox}^2$.

The image derivation assumes more about the structure: a single uniform oxide, a sharp ideal gate and, as carried out here, charges on the interface. In return it gives the energy at every separation and, for $\kappa\ge1$, strict bounds. The long-wave derivation needs only the response of the layers to slowly varying fields. It takes in depth and gate screening with little extra work, and it shows that the oxide enters the far law through the single length $\kappa d$. Its next order estimates the separation at which that law becomes accurate, but it gives no strict bound on the error. The remaining computed values are in the numerical output below.

## Computed values

```
oxide thickness d = 5.0 nm
eps_ox = 3.9, eps_s = 11.7, kappa = 3.00, b = 0.500
kappa*d = 15.0 nm
e^2/(4 pi eps0) = 1.43996 eV nm
correction coefficient 9 kappa^2 - 6 = 75.0
far law within 10 percent guaranteed beyond r = 137 nm
r = 50 nm: far law 443.066 ueV, full series 299.529 ueV, full/law = 0.6760
r = 100 nm: far law 55.383 ueV, full series 48.016 ueV, full/law = 0.8670
r = 200 nm: far law 6.923 ueV, full series 6.633 ueV, full/law = 0.9581
r = 400 nm: far law 0.865 ueV, full series 0.856 ueV, full/law = 0.9886
r = 100 nm: no gate 1846 ueV
  change by depth 27.7 percent
  change by lateral spread 8.2 percent
  energy with depth and spread 66.30 ueV
  orbital overlap 3.9e-06
r = 200 nm: no gate 923 ueV
  change by depth 28.1 percent
  change by lateral spread 2.2 percent
  energy with depth and spread 8.68 ueV
  orbital overlap 2.2e-22
silicon field = 0.20 MV/cm, oxide field = 0.60 MV/cm
rough oxide breakdown field = 10 MV/cm
longitudinal mass = 0.916 m0, transverse mass = 0.19 m0
well length = 1.276 nm, mean depth = 1.990 nm
far-law depth factor = 1.283
lowest vertical level = 59.7 meV
self-image energy at mean depth = 2.90 meV
field energy at mean depth = 39.8 meV
lateral orbital energy = 2.0 meV, spread = 10.01 nm
gate screening length = 0.05 nm, far law rises 8.0 percent
temperature = 0.1 K, thermal energy = 8.62 ueV
oxide barrier = 3.1 eV, oxide tunnelling mass = 0.4 m0
tunnelling exponent = 55.1, rough lifetime = 6e+10 s
measured power of r = -2.9983, of d = 1.9983, at r = 1500 nm
largest kernel error against Poisson grid = 5.0e-05
largest series error against Hankel integral = 2.6e-14
```
